# Richardson plots when the Schottky barrier falls linearly with temperature

**Question.** Electrons enter a two-dimensional semiconductor channel from a metal by climbing a Schottky barrier, and the barrier shrinks as the contact warms. Suppose a Richardson plot is read as if the barrier were constant. Should a changing barrier not bend the plot? If the plot stays straight, which barrier does its slope give, and what does its intercept mean?

**Answer.** Start with what the current responds to. The chance that a state at the top of the barrier is occupied is governed by the barrier height $\Phi$ divided by the thermal energy $k_BT$, not by $\Phi$ alone. Suppose the barrier loses an amount $\alpha T$. In the ratio $\Phi/k_BT$ this loss becomes $\alpha T/k_BT=\alpha/k_B$, a pure number without temperature in it. The lowering therefore multiplies the current by the same factor at every temperature. A common factor shifts a logarithmic plot vertically, and neither tilts nor bends it.

**Why the barrier falls**

Interface states can hold the metal's Fermi level at a fixed height $\Phi_p$ above the valence band of the semiconductor. The electron barrier is then the rest of the gap, $\Phi=E_g(T)-\Phi_p$, and takes up the whole shrinkage of the gap on warming. If the level were instead held at a fixed distance below the conduction band, the electron barrier would not change, and $\alpha$ would be zero. The size of $\alpha$ thus depends on the interface as well as on the gap.

**The current over the barrier**

Let $\Phi$ be the height of the channel's subband bottom at the contact above the metal's Fermi level. Assume one parabolic subband with isotropic mass $m$, full transmission above the barrier and none below it, and $\Phi\gg k_BT$, so that the Fermi occupation reduces to a Boltzmann factor. The bias is large enough to suppress the return flow, and the field at the contact is the same at all temperatures. With $g=2g_v$ for two spins and $g_v$ valleys, the current per unit width is

$$J=qg\int_{k_x>0}\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{\hbar k_x}{m}\,
e^{-\Phi/k_BT}\,e^{-\hbar^2(k_x^2+k_y^2)/2mk_BT}.$$

The two integrals separate:

$$\int_0^\infty \frac{\hbar k_x}{m}\,e^{-\hbar^2k_x^2/2mk_BT}\,dk_x=\frac{k_BT}{\hbar},
\qquad
\int_{-\infty}^{\infty}e^{-\hbar^2k_y^2/2mk_BT}\,dk_y=\frac{\sqrt{2\pi mk_BT}}{\hbar}.$$

The first follows because the integrand is the derivative of $-(k_BT/\hbar)\,e^{-\hbar^2k_x^2/2mk_BT}$; the second is a Gaussian integral. Their product gives

$$J=A\,T^{3/2}e^{-\Phi/k_BT},\qquad
A=\frac{qg\sqrt{2\pi m}\,k_B^{3/2}}{4\pi^2\hbar^2}.$$

A bulk contact has one more transverse direction, hence one more Gaussian integral and one more factor $T^{1/2}$. Its current density goes as $T^2e^{-\Phi/k_BT}$. I write the power as $p$, with $p=3/2$ for the channel and $p=2$ for the bulk.

**The straight line and its two readings**

Now put $\Phi(T)=\Phi_x-\alpha T$, where $\Phi_x$ is the value reached by extending the straight law to $T=0$. The exponent becomes

$$-\frac{\Phi_x-\alpha T}{k_BT}=-\frac{\Phi_x}{k_BT}+\frac{\alpha}{k_B},$$

so that

$$\ln\frac{J}{T^p}=\left(\ln A+\frac{\alpha}{k_B}\right)-\frac{\Phi_x}{k_B}\,\frac1T .$$

This is a straight line in $1/T$. Its slope gives $\Phi_x$, and its intercept gives an apparent constant

$$A_{\rm app}=A\,e^{\alpha/k_B}.$$

For a falling barrier, $\alpha>0$ and the constant comes out too large. For a rising barrier it comes out too small.

When the barrier falls on warming, the slope barrier is larger than the barrier present at any temperature of the measurement, by $\alpha T$. The two errors compensate: $\Phi_x$ together with $A_{\rm app}$ reproduces the current, while $\Phi_x$ together with the true $A$ underestimates it by $e^{\alpha/k_B}$ at every temperature.

There is a thermodynamic way to say this. In $\Phi=\Phi_x-\alpha T$ the barrier has the form of a free energy, with $\Phi_x$ as the enthalpy and $\alpha$ as the entropy. The slope measures the enthalpy, and the entropy appears in the prefactor.

**What straightness proves**

Take any smooth $\Phi(T)$, and write $x=1/T$ and $y=\ln(J/T^p)=\ln A-x\Phi/k_B$. Since $dT/dx=-T^2$,

$$\frac{dy}{dx}=-\frac{1}{k_B}\left(\Phi+x\Phi'\frac{dT}{dx}\right)=-\frac{\Phi-T\Phi'}{k_B}.$$

The quantity $\Phi-T\Phi'$ is the height at which the tangent to the curve $\Phi(T)$ meets the axis $T=0$. The tangent to the plot has the intercept

$$y-x\frac{dy}{dx}=\ln A-\frac{\Phi}{k_BT}+\frac{\Phi-T\Phi'}{k_BT}=\ln A-\frac{\Phi'}{k_B}.$$

For the second derivative, use $d(\Phi-T\Phi')/dT=-T\Phi''$ and multiply by $dT/dx=-T^2$:

$$\frac{d^2y}{dx^2}=-\frac{T^3\Phi''}{k_B}.$$

The plot is straight over a range exactly when $\Phi''=0$ there. Within this model, straightness shows that the barrier is linear in temperature. It does not show that the barrier is constant.

**Numbers for a thin silicon film**

Consider a 3 nm (100) silicon film with a metal side contact. Rough typical values are $m=0.19\,m_0$, $g_v=2$, $\Phi_x=0.580$ eV and $\alpha=0.250$ meV/K. The formula for $A$ gives $0.0781\ \mu\mathrm{A}/(\mu\mathrm{m\,K^{3/2}})$.

The currents were computed by summing over the channel states with the full Fermi occupation. At 250 K and 400 K they give $\ln(J/T^{3/2})=-26.5712$ and $-16.4753$, with $J$ in $\mu$A/$\mu$m. Between these points $1/T$ changes by $1.5\times10^{-3}\ \mathrm{K^{-1}}$, so the slope is

$$-\frac{26.5712-16.4753}{1.5\times10^{-3}}\ \mathrm{K}=-6731\ \mathrm{K}.$$

Multiplying its magnitude by $k_B=8.617\times10^{-5}$ eV/K returns 0.580 eV. The barrier actually present at 300 K is 0.505 eV, which is 75 meV lower.

The fitted line has an apparent constant of 1.421 in the same units as $A$. The ratio is $1.421/0.0781=18.2$, in agreement with $e^{\alpha/k_B}=e^{2.901}$. With the same $\Phi_x$, a constant barrier gives a ratio of 1.000, and a barrier rising by 0.250 meV/K gives 0.055. A bulk contact with the falling barrier again gives 18.2.

The excess can mislead if it is blamed on the mass. Since $A\propto\sqrt m$, the apparent constant would require $0.19\times18.2^2\approx63$ electron masses.

**Getting the working barrier back**

The plot supplies two numbers, but there are three unknowns: $\Phi_x$, $\alpha$ and $A$. If $A$ is known independently, each current gives the barrier at its own temperature:

$$\Phi(T)=k_BT\,\ln\frac{A\,T^{3/2}}{J}.$$

At 300 K the logarithm is $\ln 0.0781+22.084=19.53$, and multiplication by $k_BT=25.85$ meV gives 0.505 eV. The price is sensitivity to $A$: a factor of two in it mimics a change of $k_B\ln2=0.060$ meV/K in $\alpha$.

The power of $T$ matters too. Dividing the channel's current by $T^2$ adds $-\tfrac12\ln T$ to $y$. Because $d\ln T/dx=-T$, the slope gains $T/2$, and the slope barrier drops by about $k_BT/2$. The fit gives 0.5665 eV, a drop of 13.5 meV. The largest misfit in $\ln J$ is just 0.008, so the plot's appearance would hardly reveal the wrong power.

**When the linear law ends before absolute zero**

The silicon gap flattens on cooling. A barrier that follows it can be modelled by

$$\Phi(T)=\Phi(0)-\frac{aT^2}{T+b},\qquad
\Phi'=-\frac{aT(T+2b)}{(T+b)^2}.$$

The slope energy is then

$$\Phi-T\Phi'=\Phi(0)+a\,\frac{T^2(T+2b)-T^2(T+b)}{(T+b)^2}
=\Phi(0)+\frac{abT^2}{(T+b)^2}.$$

With $\Phi(0)=0.550$ eV, $a=0.47$ meV/K and $b=640$ K, the extra term at 300 K is 31 meV. A fit from 250 to 400 K gives 0.582 eV and a constant 20 times too large. The largest misfit in $\ln J$ is 0.025, or about 2.5% in current, so the plot still looks straight. The slope barrier is therefore an extrapolated value, and here it is not the barrier at 0 K.

As $T\to0$, both $T\Phi'$ and $\Phi'$ vanish in this model, and the plot would yield the true $\Phi(0)$ and $A$. But at 100 K the Boltzmann factor is already near $e^{-63}$, far too small for a thermionic measurement.

**How far a real contact departs from this**

The assumed fall of 0.25 meV/K is close to that of the silicon gap near room temperature. Full pinning to the valence band is an idealization, and weaker pinning, or pinning to another level, would change $\alpha$. The currents are small: at 250 K the model gives 0.011 pA per micrometre of width. The following estimates hold the contact field at 0.05 MV/cm, below a rough breakdown field of 0.3 MV/cm.

- *Image force.* The electron's energy near the contact contains $-qFx-q^2/(16\pi\varepsilon x)$, where $F$ is the field and $\varepsilon$ the permittivity. Its maximum lies at $x_m=\sqrt{q/(16\pi\varepsilon F)}=2.5$ nm and is lowered by $2qFx_m=25$ meV. With the permittivity of the surrounding oxide instead, the lowering is 43 meV. Since $x_m$ is comparable to the film thickness, most field lines run through the oxide, and for a 3 nm film embedded in oxide without nearby gates the lowering is about 40 meV. At fixed field this changes the slope barrier and leaves the intercept alone.
- *Scattering in the channel.* Electrons are emitted at speed $v_R=\sqrt{k_BT/2\pi m}$ and carried off at drift speed $v_d$. Let $n_0$ be the equilibrium density at the barrier top and $n$ the actual one. A simple balance estimate sets $v_R(n_0-n)=v_dn$, so the current is multiplied by $1/(1+v_R/v_d)$. Take $v_d=\mu F/(1+\mu F/v_s)$, with an assumed mobility $\mu$ of 300 cm²/Vs at 300 K, falling as $1/T$, and a saturation speed $v_s=10^7$ cm/s. At 300 K the speeds $v_R$ and $v_d$ are $6.2\times10^6$ and $6.0\times10^6$ cm/s, and the current is halved. This factor falls on warming, so it lowers the slope barrier by 13 meV and multiplies the apparent constant by 0.30. The estimate is crude: it does not reach 1 in the ballistic limit, and the result depends on how fast collisions remove energy. At the same mobility and field, the current factor at 300 K ranges from about 0.44 for purely elastic collisions to 0.8 for fully thermalising ones, and the factor on the constant from about 0.2 to 0.5.
- *Other channels of current.* Tunnelling through the rounded top, treated as a parabola, adds about 11% at 300 K; the true barrier shape gives nearer 8%. Quantum reflection at the abrupt metal interface works the other way and is not included below: in a one-dimensional model it outweighs tunnelling and leaves a net current factor of roughly 0.4 to 0.65, depending on the metal. At the same temperature, holes add less than 1%. Higher subbands also add about 1% if the film is treated as a well with infinitely high walls. Oxide walls of finite height (about 3 eV) bring the subbands closer together and raise this to about 6 to 9%, for an oxide mass between 0.3 and 0.5 $m_0$.

With all these effects included, using the silicon value for the image force and infinitely high walls for the subbands, the slope barrier is 0.539 eV and the apparent constant is 5.4 times $A$. Walls of finite height would raise both values somewhat, the constant to roughly 7 to 8 times $A$. The thin-film value of the image force would lower the slope barrier by about 15 meV. Among the effects included, scattering changes the constant most; weaker pinning can change it even more, through $\alpha$. In the estimate with infinitely high walls, the neglected effects together multiply the constant by $5.43/18.2=0.30$. If that factor is held fixed, an excess survives only when $e^{\alpha/k_B}>3.4$, that is, for $\alpha$ above about 0.10 meV/K. This threshold is only as good as the scattering and wall models, and it moves between about 0.02 and 0.14 meV/K when they are varied. A measured constant near the ideal value is therefore no proof of a constant barrier, since the two errors can cancel. The numbers in this section are rough estimates that show the direction and order of each effect.

## Numbers as computed

```
film 3.0 nm, mass 0.19 m0, valleys 2
phi_x 0.580 eV, alpha 0.250 meV/K
true sheet constant A 0.07809 uA/(um K^1.5)
free-electron bulk constant 120.17 A/(cm2 K2)
T(K) 1000/T(1/K) phi(eV) J(pA/um) ln(J/T^1.5), J in uA/um
250 4.000 0.5175 0.01141 -26.5712
275 3.636 0.5112 0.1521 -24.1237
300 3.333 0.5050 1.332 -22.0842
325 3.077 0.4987 8.439 -20.3584
350 2.857 0.4925 41.4 -18.8791
375 2.667 0.4862 165.5 -17.5971
400 2.500 0.4800 559.7 -16.4753
fit: slope barrier 0.58000 eV
fit: apparent constant 1.4208 uA/(um K^1.5)
fit: largest misfit of ln J 1.5e-07
alpha/k 2.9011, exp(alpha/k) 18.195
apparent/true constant, sheet 18.195
apparent/true, bulk 18.195
apparent/true, constant barrier 1.0000
apparent/true, rising barrier 0.0550
mass implied by apparent constant 62.9 m0
slope barrier minus phi(300 K) 75.0 meV
alpha recovered with known A 0.2500 meV/K
alpha mimicked by factor 2 in A 0.0597 meV/K
T^2 used for sheet: slope barrier 0.5665 eV
T^2 used for sheet: largest misfit of ln J 0.0077
gap law: a 0.47 meV/K, b 640 K
gap fall at 300 K 0.2521 meV/K
curved: true barrier at 0 K 0.550 eV
curved: barrier at 300 K 0.5050 eV
curved: local slope barrier at 300 K 0.5806 eV
curved: fitted slope barrier 0.5824 eV
curved: apparent/true constant 20.38
curved: largest misfit of ln J 0.0248
contact field 0.05 MV/cm, breakdown about 0.3 MV/cm
image lowering, silicon 24.8 meV
image lowering, oxide 43.0 meV
barrier top at 2.48 nm, h_omega 40.2 meV
subband gaps 136, 174 meV
mobility 300 cm2/Vs at 300 K, as 1/T
saturation velocity 1.0e+07 cm/s
emission velocity at 300 K 6.17e+06 cm/s
drift velocity at 300 K 6e+06 cm/s
effect: J factor at 300 K, slope shift (meV), constant factor
tunnelling: 1.1084, -5.28, 0.906
higher subbands: 1.0089, 1.98, 1.094
holes: 1.0020, 0.22, 1.011
scattering: 0.4930, -12.78, 0.298
all effects: slope barrier 0.5393 eV
all effects: apparent/true constant 5.43
all effects: largest misfit of ln J 0.0028
series voltage at 400 K 5.60 uV (10 kohm/sq, 1 um)
occupation at barrier foot, 400 K 9.0e-07
```
